\section*{Paraxial Shear of the Wigner Distribution in Partially Coherent Exposure}

\section{The result}

When a partially coherent field travels a distance $z$ through a uniform medium in the paraxial approximation, its Wigner distribution obeys
\begin{equation}
W(\mathbf r,\boldsymbol\theta;z)=W(\mathbf r-z\boldsymbol\theta,\boldsymbol\theta;0).
\label{eq:shear}
\end{equation}
Each phase-space value moves sideways by $z\boldsymbol\theta$ and keeps its size and sign. The value at a fixed position generally changes, because a different value arrives there.

The symbols are as follows. One frequency component of a scalar field, with time factor $e^{-i\omega t}$, is written $U=\psi e^{ikz}$, where $k=2\pi n/\lambda$, $n$ is the real refractive index and $\lambda$ the vacuum wavelength. The transverse position is $\mathbf r$, in $d$ dimensions. The source fluctuates, and angle brackets denote the average over its fluctuations. The mutual intensity and the Wigner distribution are
\begin{align}
J(\mathbf r_1,\mathbf r_2;z)&=\langle\psi(\mathbf r_1,z)\psi^*(\mathbf r_2,z)\rangle,\\
W(\mathbf r,\boldsymbol\theta;z)&=\left(\frac{k}{2\pi}\right)^{d}\int J\!\left(\mathbf r+\tfrac{\mathbf s}{2},\mathbf r-\tfrac{\mathbf s}{2};z\right)e^{-ik\boldsymbol\theta\cdot\mathbf s}\,d^ds.
\label{eq:W}
\end{align}
Integrating \eqref{eq:W} over $\boldsymbol\theta$ produces $(2\pi/k)^d\delta(\mathbf s)$, so
\begin{equation}
\int W(\mathbf r,\boldsymbol\theta;z)\,d^d\theta=J(\mathbf r,\mathbf r;z)=I(\mathbf r;z),
\label{eq:marginal}
\end{equation}
the mean intensity. Since $J(\mathbf r_2,\mathbf r_1)=J^*(\mathbf r_1,\mathbf r_2)$, $W$ is real. It may be negative, and is therefore not in general a density of rays.

The field satisfies $\partial_z^2U+\nabla^2U+k^2U=0$, with $\nabla$ transverse. Inserting $U=\psi e^{ikz}$ gives $\partial_z^2\psi+2ik\,\partial_z\psi+\nabla^2\psi=0$. For small angles $\psi$ varies slowly along $z$, and the first term is dropped:
\begin{equation}
\frac{\partial\psi}{\partial z}=\frac{i}{2k}\nabla^2\psi .
\label{eq:parax}
\end{equation}
Equation \eqref{eq:shear} is an exact consequence of \eqref{eq:parax}; for light itself it is an approximation.

\section{First derivation: a transport equation}

Differentiate $J$ along $z$. The factor $\psi(\mathbf r_1)$ obeys \eqref{eq:parax} and $\psi^*(\mathbf r_2)$ obeys its complex conjugate, which has the opposite sign. The medium does not fluctuate, so the average passes through the derivatives:
\begin{equation}
\frac{\partial J}{\partial z}=\frac{i}{2k}\left(\nabla_1^2-\nabla_2^2\right)J .
\end{equation}
Introduce $\mathbf r=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf s=\mathbf r_1-\mathbf r_2$. The chain rule gives $\nabla_1=\tfrac12\nabla_r+\nabla_s$ and $\nabla_2=\tfrac12\nabla_r-\nabla_s$. In the difference of squares the pure terms cancel and the cross terms add:
\begin{equation}
\nabla_1^2-\nabla_2^2=2\nabla_r\cdot\nabla_s,
\qquad
\frac{\partial J}{\partial z}=\frac ik\nabla_r\cdot\nabla_sJ .
\end{equation}
Now apply the transform \eqref{eq:W}. If $J$ vanishes at large $|\mathbf s|$, integration by parts gives
\begin{equation}
\int(\nabla_sJ)e^{-ik\boldsymbol\theta\cdot\mathbf s}d^ds
=ik\boldsymbol\theta\int Je^{-ik\boldsymbol\theta\cdot\mathbf s}d^ds .
\end{equation}
The prefactor becomes $(i/k)(ik)=-1$, and
\begin{equation}
\frac{\partial W}{\partial z}+\boldsymbol\theta\cdot\nabla_rW=0 .
\label{eq:transport}
\end{equation}
Along the line $\mathbf r(z)=\mathbf r_0+z\boldsymbol\theta$, at fixed $\boldsymbol\theta$,
\begin{equation}
\frac{d}{dz}W(\mathbf r(z),\boldsymbol\theta;z)=\frac{\partial W}{\partial z}+\boldsymbol\theta\cdot\nabla_rW=0 .
\end{equation}
Thus $W(\mathbf r_0+z\boldsymbol\theta,\boldsymbol\theta;z)=W(\mathbf r_0,\boldsymbol\theta;0)$, and setting $\mathbf r_0=\mathbf r-z\boldsymbol\theta$ yields \eqref{eq:shear}.

\section{Second derivation: pairs of plane waves}

Write the field as a sum of plane waves,
\begin{equation}
\psi(\mathbf r,z)=\int\frac{d^dq}{(2\pi)^d}\,\tilde\psi(\mathbf q,z)e^{i\mathbf q\cdot\mathbf r},
\qquad
\Gamma(\mathbf q_1,\mathbf q_2;z)=\langle\tilde\psi(\mathbf q_1,z)\tilde\psi^*(\mathbf q_2,z)\rangle .
\end{equation}
Put $\mathbf q_{1,2}=\mathbf q\pm\mathbf Q/2$, a change of variables with unit Jacobian. The exponent in $J(\mathbf r+\mathbf s/2,\mathbf r-\mathbf s/2)$ is
\begin{equation}
i\mathbf q_1\cdot(\mathbf r+\tfrac{\mathbf s}{2})-i\mathbf q_2\cdot(\mathbf r-\tfrac{\mathbf s}{2})=i\mathbf Q\cdot\mathbf r+i\mathbf q\cdot\mathbf s .
\end{equation}
In \eqref{eq:W} the integral over $\mathbf s$ is then $(2\pi)^d\delta(\mathbf q-k\boldsymbol\theta)$. It fixes the mean wavevector of the pair:
\begin{equation}
W(\mathbf r,\boldsymbol\theta;z)=\left(\frac{k}{4\pi^2}\right)^d\int\Gamma\!\left(k\boldsymbol\theta+\tfrac{\mathbf Q}{2},k\boldsymbol\theta-\tfrac{\mathbf Q}{2};z\right)e^{i\mathbf Q\cdot\mathbf r}\,d^dQ .
\label{eq:Wspec}
\end{equation}
For a plane wave $\nabla^2\to-q^2$, so \eqref{eq:parax} gives $\tilde\psi(\mathbf q,z)=\tilde\psi(\mathbf q,0)e^{-iq^2z/2k}$. The pair acquires the difference of two such phases:
\begin{equation}
-\frac{z}{2k}\left(\left|k\boldsymbol\theta+\tfrac{\mathbf Q}{2}\right|^2-\left|k\boldsymbol\theta-\tfrac{\mathbf Q}{2}\right|^2\right)
=-\frac{z}{2k}\,2k\boldsymbol\theta\cdot\mathbf Q=-z\boldsymbol\theta\cdot\mathbf Q .
\label{eq:phase}
\end{equation}
The exponential in \eqref{eq:Wspec} becomes $e^{i\mathbf Q\cdot(\mathbf r-z\boldsymbol\theta)}$, which is \eqref{eq:shear} again. The shear is rigid because the phase difference is linear in $\mathbf Q$: all spatial frequencies of $W$ at one angle move by the same distance.

\section{What each derivation assumes}

Both routes use \eqref{eq:parax} and a non-fluctuating medium. Neither restricts the degree of coherence or requires Gaussian statistics.

The first needs derivatives of $J$ and a vanishing boundary term in $\mathbf s$. Directly behind a hard-edged mask $J$ jumps, so its derivatives do not exist in the ordinary sense, and \eqref{eq:transport} must be read after integration against smooth functions. Although \eqref{eq:transport} looks local, $W$ at one point contains $J$ at all separations, so the medium must be uniform wherever the correlated field extends.

The second needs a plane-wave spectrum and a transversely uniform medium, but no derivatives of the initial field. It therefore covers a hard slit directly. It also shows what replaces the shear at large angles. In one transverse dimension the full scalar wave equation replaces the paraxial phase rate by $\kappa(q)=\sqrt{k^2-q^2}$, for propagating waves with $|q|<k$. Its derivatives are
\begin{equation}
\kappa'=-\frac q\kappa,\qquad
\kappa''=-\frac1\kappa-\frac{q^2}{\kappa^3}=-\frac{k^2}{\kappa^3},\qquad
\kappa'''=\frac{3k^2\kappa'}{\kappa^4}=-\frac{3k^2q}{\kappa^5}.
\end{equation}
Even derivatives cancel in the difference, leaving
\begin{equation}
\kappa\!\left(q+\tfrac Q2\right)-\kappa\!\left(q-\tfrac Q2\right)
=\kappa'Q+\frac{\kappa'''Q^3}{24}+\cdots
=-\frac{q}{\kappa}Q-\frac{k^2q}{8\kappa^5}Q^3+\cdots .
\label{eq:cubic}
\end{equation}
With $q=k\sin\alpha$, the first term is a displacement $z\tan\alpha$. The second is no displacement: it shifts different spatial frequencies by different amounts and changes the values of $W$. The paraxial phase rate is quadratic in $q$, so its third and higher derivatives vanish.

For $q=0.3k$, $Q=0.05k$ and $k=17.214$ rad/$\mu$m, direct subtraction leaves $-1.0221\times10^{-4}$ rad/$\mu$m after the linear term is removed; the cubic term gives $-1.0215\times10^{-4}$ rad/$\mu$m. The tangent law was tested with a beam of initial amplitude $\exp[-x^2/(100\,\mu\mathrm m^2)]$ and $\sin\alpha=0.5$. Over 20 $\mu$m its centroid moved 11.548 $\mu$m. The tangent law gives 11.547 $\mu$m and the paraxial law 10.000 $\mu$m, about 13\% too little.

\section{From the shear to the exposure}

For one transverse dimension, \eqref{eq:marginal} and \eqref{eq:shear} give $I(x;z)=\int W(x-z\theta,\theta;0)\,d\theta$. Put $x_0=x-z\theta$. Then $d\theta=-dx_0/z$, and the minus sign reverses the limits:
\begin{equation}
I(x;z)=\frac1z\int W\!\left(x_0,\frac{x-x_0}{z};0\right)dx_0 .
\label{eq:image}
\end{equation}
The image is a set of line integrals through the initial phase space.

Let a thin mask contain a slit of width $a$, lit with unit intensity by mutually incoherent plane waves $e^{ik\varphi x}$. Their angles have a normalized Gaussian distribution $G(\varphi)$ of rms width $\sigma$. The intensities of different angles add, so inside the slit
\begin{equation}
J(x_1,x_2;0)=\int G(\varphi)e^{ik\varphi(x_1-x_2)}d\varphi=e^{-k^2\sigma^2(x_1-x_2)^2/2}.
\end{equation}
Both points $x\pm s/2$ lie in the slit when $|s|<L=a-2|x|$. The integrand is even apart from the phase, so
\begin{equation}
W(x,\theta;0)=\frac k\pi\int_0^Le^{-k^2\sigma^2s^2/2}\cos(k\theta s)\,ds ,\qquad |x|<a/2,
\label{eq:slit}
\end{equation}
and $W=0$ behind the opaque mask. For $\sigma=0$ this is $W_c=\sin(k\theta L)/(\pi\theta)$, which takes both signs.

The Gaussian factor in $s$ corresponds to a convolution in angle, $W(x,\theta;0)=\int G(\varphi)W_c(x,\theta-\varphi)\,d\varphi$. Substitute this in the intensity integral and set $\theta=\theta'+\varphi$:
\begin{equation}
I(x;z)=\int G(\varphi)\int W_c(x-z\varphi-z\theta',\theta')\,d\theta'd\varphi
=\int G(\varphi)I_c(x-z\varphi)\,d\varphi .
\label{eq:blur}
\end{equation}
Here $I_c$ is the image for normal, coherent illumination. For this thin mask, the source blurs it with rms width $z\sigma$.

Two limits frame the result. As $z\to0$ the shear disappears and the image tends to the mask opening, except at the edges themselves. At large $z$, $x_0/z$ in \eqref{eq:image} becomes negligible and $I(x;z)\simeq z^{-1}\int W(x_0,x/z;0)\,dx_0$: the image maps the angular distribution. It is sufficient that $a/z$ be small against the finest angular scale of \eqref{eq:slit}. Unless the source is so broad that $k\sigma a\gg1$, that scale is about $1/(ka)$, hence $z\gg ka^2$.

\section{A slit in proximity printing}

Take $\lambda=365$ nm, $a=3.0$ $\mu$m, an air gap $z=20$ $\mu$m and $\sigma=25$ mrad. Then $k\sigma a\approx1.3$ and $ka^2\approx155$ $\mu$m, so this far-zone condition is not met. The condition is a cautious one: the phase it neglects at the slit edge is $ka^2/8z\approx1$ rad here, and the far-zone formula misses the image by about 8\% of its peak. The source blur is $20\times0.025=0.50$ $\mu$m rms, while the diffraction scale $\sqrt{\lambda z}$ is 2.70 $\mu$m.

Consider the ray that starts at $x_0=0.60$ $\mu$m with $\theta=140$ mrad. Here $L=3.0-1.2=1.8$ $\mu$m and $k\theta L=17.214\times0.14\times1.8\approx4.34$. This lies between $\pi$ and $2\pi$, so the coherent value is negative. With the finite source, \eqref{eq:slit} still gives $W=-1.494$ rad$^{-1}$. The ray reaches $0.60+20\times0.14=3.40$ $\mu$m. There $W$ was computed anew from definition \eqref{eq:W}, using the propagated fields of the tilted waves, and again equals $-1.494$ rad$^{-1}$. A ray that starts behind the opaque mask, at 2.20 $\mu$m with 50 mrad, arrives at 3.20 $\mu$m with $W=0$ to the four decimals computed, although light is present in that region at other angles.

The intensities relative to the incident intensity are:
\begin{center}
\begin{tabular}{lccc}
Position & partially coherent & coherent & ray density\\
$x=0$ & 1.003 & 1.134 & 0.997\\
$x=1.5$ $\mu$m & 0.355 & 0.293 & 0.500\\
$x=3.0$ $\mu$m & 0.068 & 0.072 & 0.001
\end{tabular}
\end{center}
The last column shears a positive initial density, equal to $G(\theta)$ inside the slit and zero outside. Gap and source are the same as in the first column, so the difference comes from the initial distribution and not from the propagation law. Diffraction enters through \eqref{eq:slit}, including its negative parts.

As an independent test, the mutual intensity was propagated with the Fresnel integral,
\begin{equation}
I(x;z)=\frac{k}{2\pi z}\iint J(x_1,x_2;0)\,e^{ik[(x-x_1)^2-(x-x_2)^2]/2z}\,dx_1dx_2 .
\end{equation}
For $|x|\le4$ $\mu$m, this double integral agrees with both \eqref{eq:image} and \eqref{eq:blur} to $4\times10^{-16}$ of the incident intensity. If the resist is idealized as clearing above half the incident intensity, the line is 2.47 $\mu$m wide, narrower than the slit.

\section{Limits of the model in a mask aligner}

The chosen values are rough but typical of proximity printing with a mercury lamp. A real illuminator need not have Gaussian angles; another distribution changes $J$ at the mask, not the shear. The changes below are the largest found for $|x|\le4$ $\mu$m, relative to the incident intensity. Full scalar propagation from the same slit field changes the image by 0.003, so the paraxial step is sound here. A Gaussian spectrum of 5 nm full width at half maximum changes it by $2\times10^{-5}$. This describes a lamp filtered to the 365 nm line. A broadband exposure is not so harmless: with the 365, 405 and 436 nm lines equally weighted, the image changes by 0.06 and the line widens to 2.53 $\mu$m. A gap 2 $\mu$m too large changes it by 0.08 and widens the line to 2.54 $\mu$m.

In resist of index $n_r$ and thickness $h$, the transverse wavevector is conserved but $k$ is multiplied by $n_r$. By \eqref{eq:phase}, the added phase is $-(h/n_r)\theta Q$, with $\theta$ the angle in air. For $h=1.0$ $\mu$m and $n_r=1.7$ this acts as $0.59$ $\mu$m of extra gap and changes the image by 0.024 between top and bottom, absorption and reflection apart.

Reflection is the largest omission among those sized. With a rough silicon index of $6.5+2.7i$, the resist--silicon amplitude reflection is $r=0.64$. Without absorption the intensity in depth swings between $(1-r)^2$ and $(1+r)^2$ times that of the downward wave, a contrast $2r/(1+r^2)=0.91$ with a period of 107 nm. The line width above therefore describes the incident image, not a developed profile. Light can also bounce from wafer to mask and back. For an assumed mask reflectance of 0.10 and the largest wafer reflection these indices allow, the interference of one such bounce is 0.49 of the incident intensity for a single colour if the direct wave and the wave sent round the gap are both taken at unit amplitude; the returned wave has spread over three gaps, so this overestimates it. The 5 nm spectrum, if Gaussian, multiplies this by $3\times10^{-4}$, leaving a double-bounce intensity of at most 0.06. The factor depends strongly on the line shape: it is about $10^{-2}$ for a Lorentzian of the same width and about 0.2 for a flat 5 nm band with sharp edges, in which case the interference is not negligible.

The thin-mask assumption is doubtful within about $\lambda/2\pi$ of each edge, together 4\% of the slit; this is a scale, not a computed error. Finally, a resist records a time average, whereas $J$ is an average over source fluctuations. The coherence time $\lambda^2/(c\,\Delta\lambda)$ is 0.089 ps. An exposure of 5 s contains so many independent intervals that the residual relative fluctuation is of order $10^{-7}$ for a steady lamp, photon noise apart. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength = 365 nm, k = 17.214 rad/um
slit = 3.0 um, gap = 20.0 um
rms illumination angle = 25 mrad
coherence length 1/(k sigma) = 2.324 um
source blur gap*sigma = 0.500 um rms
diffraction scale sqrt(wavelength*gap) = 2.702 um
Wigner values along rays (W in 1/rad, incident intensity 1):
 x0=0.60 um, theta=0 mrad, x=0.60 um: W before=8.9594, after=8.9594
 x0=-0.80 um, theta=50 mrad, x=0.20 um: W before=5.6791, after=5.6791
 x0=0.60 um, theta=140 mrad, x=3.40 um: W before=-1.4940, after=-1.4940
 x0=2.20 um, theta=50 mrad, x=3.20 um: W before=0.0000, after=-0.0000
largest slit-field error = 5.6e-16
largest image error, shear vs mutual intensity = 4.4e-16
largest image error, blur law = 4.4e-16
Intensity / incident intensity:
 x=0.0 um: partially coherent=1.0027, coherent=1.1337, rays=0.9973
 x=1.5 um: partially coherent=0.3551, coherent=0.2925, rays=0.5000
 x=3.0 um: partially coherent=0.0676, coherent=0.0721, rays=0.0013
line width at threshold 0.5 = 2.467 um = 2467 nm
steep beam, sine 0.5: shift = 11.548 um, tangent law = 11.547 um, paraxial = 10.000 um
cubic phase term at q=0.3k, Q=0.05k: direct = -1.0221e-04, formula = -1.0215e-04 rad/um
Neglected effects (largest change of intensity / incident, |x|<=4 um):
 non-paraxial scalar propagation = 0.0031
 bandwidth 5 nm FWHM = 2.1e-05
 gap error +2 um = 0.0783
 line width with that gap error = 2.542 um
 resist 1.0 um, index 1.7: extra gap = 0.588 um, change = 0.0242
silicon index used = 6.5 + 2.7i (rough)
resist-silicon amplitude reflection = 0.638
standing-wave contrast, no absorption = 0.907
standing-wave period = 107 nm
mask underside reflectance used = 0.10 (rough)
wafer amplitude reflection, upper bound = 0.770
gap interference: single-colour bound = 0.487, spectral visibility = 3.4e-04
gap double bounce, incoherent bound = 0.059
mask-edge layers, wavelength/(pi*slit) = 0.039 of the slit
coherence time = 0.089 ps, exposure = 5 s
residual relative fluctuation scale = 1.3e-07
\end{verbatim}
